# Island Density Scaling in Two-Dimensional Film Growth from Mean-Field Rate Equations

A lattice simulation of film growth must be large enough to hold many islands. Suppose a run is affordable at \(D/F=10^5\), where \(D\) is the adatom diffusion coefficient and \(F\) the deposition rate, but the film of interest grows at \(10^9\). How much larger must the lattice be? If the island density varies as \((F/D)^{1/3}\), it falls by a factor of about 22 between the two ratios; if it varies as \((F/D)^{1/2}\), it falls by 100. The lattice area must grow by the same factor, so the exponent strongly affects whether the calculation is feasible. It depends on the critical size \(i\), the number of atoms in the largest cluster that is not yet stable.

## The simplest case: a pair is already stable

Take a square lattice with one site as the unit of area. Let \(n_1\) be the density of single adatoms and \(N\) that of stable islands, both per site. \(F\) is in monolayers per second and \(D\) in sites² per second. An adatom with total hop rate \(h\) has mean square displacement \(ht=4Dt\), so \(D=h/4\). The coverage is \(\theta=Ft\), since no atom evaporates; this is complete condensation.

In mean field every island sees the same average adatom density and captures atoms at the rate \(\sigma Dn_1\), where the capture number \(\sigma\) is dimensionless. Islands are immobile and one layer high.

For \(i=1\), two adatoms that meet form a stable island. Both partners move, so their relative diffusion coefficient is \(2D\). Counting each pair once gives the factor \(1/2\), and the nucleation rate is

\[
\tfrac12 n_1\,\sigma_1(2D)\,n_1=\sigma_1Dn_1^2 .
\]

Each event removes two adatoms, hence

\[
\frac{dN}{dt}=\sigma_1Dn_1^2,\qquad
\frac{dn_1}{dt}=F-2\sigma_1Dn_1^2-\sigma Dn_1N .
\]

Once islands are numerous enough, nearly every arriving atom is captured by an existing island. The adatom density then follows \(N\) quasi-steadily:

\[
F\simeq\sigma Dn_1N\quad\Rightarrow\quad n_1=\frac{F}{\sigma DN}.
\]

Insert this in the nucleation rate and use \(dt=d\theta/F\):

\[
\frac{dN}{d\theta}=\frac{\sigma_1D}{F}\,\frac{F^2}{\sigma^2D^2N^2}
=\frac{\sigma_1}{\sigma^2}\,\frac FD\,\frac1{N^2}.
\]

For constant capture numbers, multiply by \(N^2\) and integrate from \(N=0\):

\[
\frac{N^3}{3}=\frac{\sigma_1\theta}{\sigma^2}\frac FD
\quad\Rightarrow\quad
N=\left(\frac{3\sigma_1\theta}{\sigma^2}\right)^{1/3}\left(\frac FD\right)^{1/3}.
\]

The exponent has a simple origin. Nucleation needs two adatoms, which gives \(n_1^2\), but existing islands hold \(n_1\) down in proportion to \(1/N\). The more islands there are, the more strongly they suppress new ones.

**Limit of early time.** While few adatoms have been lost, \(n_1=\theta\), and the nucleation equation gives \(N=\sigma_1(D/F)\theta^3/3\). This grows with \(D/F\), opposite to the later law. If this law is extrapolated, capture by islands would balance deposition when \(\sigma(D/F)\theta N\simeq1\), or

\[
\theta_\times\simeq\left(\frac{3}{\sigma\sigma_1}\right)^{1/4}\left(\frac FD\right)^{1/2}.
\]

This is an order-of-magnitude estimate, because nucleation itself already depletes the adatoms at \(\theta\simeq(2\sigma_1)^{-1/2}(F/D)^{1/2}\), which has the same dependence on \(F/D\). The scaling law requires \(\theta\gg\theta_\times\).

**Size of the neglected nucleation loss.** In units of \(F\), this loss is \(2\,dN/d\theta\). Keeping it reduces \(n_1\) by the factor \(1-2\,dN/d\theta\). To first order its square is \(1-4\,dN/d\theta\), so

\[
\frac{d(N^3)}{d\theta}=\frac{3\sigma_1}{\sigma^2}\frac FD
\left(1-4\frac{dN}{d\theta}\right)
\quad\Rightarrow\quad
N^3=\frac{3\sigma_1}{\sigma^2}\frac FD\,(\theta-4N).
\]

The relative change of \(N\) is thus \(-4N/(3\theta)\), which is small when an average island contains many atoms.

As a check, take \(\sigma_1=3\), \(\sigma=5\), \(\theta=0.1\) and \(D/F=10^{10}\). The formula gives

\[
N=\left(\frac{3\times3\times0.1}{25\times10^{10}}\right)^{1/3}=1.533\times10^{-4}.
\]

Numerical integration of both rate equations, without the quasi-steady assumption, gives \(1.530\times10^{-4}\). The deficit of 0.2% agrees with \(4N/(3\theta)=0.2\%\).

## General critical size

Now let clusters of up to \(i\) atoms dissolve, while those with \(i+1\) or more never do. Only single adatoms move. We need the density \(n_i\) of critical clusters.

Consider a dilute lattice gas in equilibrium, with statistical weight \(z\) per atom. A single adatom has weight \(z\) per site. A cluster of \(s\) atoms with binding energy \(E_s>0\) and \(c_s\) distinct placements per site has weight \(c_sz^se^{E_s/kT}\). At low density these weights are the densities, so \(z=n_1\) and

\[
n_s=K_sn_1^s,\qquad K_s=c_se^{E_s/kT},\qquad K_1=1 .
\]

If several shapes have different energies, \(K_s\) is the sum over shapes. With nearest-neighbour bonds on a square lattice, a pair has \(c_2=2\) orientations and one bond. A trimer has two straight and four bent placements, all with two bonds, so \(c_3=6\). Summing over every configuration of a dilute 4 × 4 periodic lattice with bond energy \(5kT\) reproduces \(K_2\) and \(K_3\) to about one part in \(10^5\).

During growth this equilibrium must be maintained by rapid attachment and detachment. Detailed balance fixes the detachment rate \(\delta_{s+1}\):

\[
\delta_{s+1}n_{s+1}=\sigma_sDn_1n_s
\quad\Rightarrow\quad
\delta_{s+1}=\sigma_sD\frac{K_s}{K_{s+1}} .
\]

For capture numbers of similar size, detachment is faster than further growth if \(n_1K_{s+1}/K_s\ll1\) for every \(s+1\le i\). Strong bonds or a high adatom density break this condition, and the assumed critical size is then too large.

A new stable island forms when a critical cluster captures one more atom:

\[
\frac{dN}{dt}=\sigma_iDn_1n_i=\sigma_iDK_in_1^{i+1}.
\]

For \(i=1\) this is the earlier nucleation rate, including its factor. Complete condensation again gives \(n_1=F/(\sigma DN)\). Substitution yields

\[
\frac{dN}{d\theta}
=\frac{\sigma_iDK_i}{F}\left(\frac{F}{\sigma DN}\right)^{i+1}
=\frac{K_i\sigma_i}{\sigma^{i+1}}\left(\frac FD\right)^i\frac1{N^{i+1}} .
\]

One power of \(F/D\) has cancelled against the prefactor \(D/F\). Multiply by \(N^{i+1}\), integrate from zero, and take the root:

\[
\boxed{\;
N=\left[\frac{(i+2)K_i\sigma_i\theta}{\sigma^{i+1}}\right]^{1/(i+2)}
\left(\frac FD\right)^{i/(i+2)}
\;}
\]

This holds for constant capture numbers, at fixed coverage and temperature. If the temperature changes, \(K_i\) changes too. With \(D\propto e^{-E_d/kT}\), where \(E_d\) is the hop barrier, the thermal factor of \(N\) is \(\exp[(iE_d+E_i)/((i+2)kT)]\). A plot against \(F/D\) in which temperature is varied therefore does not give \(i/(i+2)\) directly for \(i\ge2\).

**Limits.** For \(i=1\), \(K_1=1\) and the first result returns. For large \(i\) the exponent approaches 1: nucleation is then so sensitive to \(n_1\) that the density settles where \(n_1\propto F/(DN)\) is nearly fixed.

The full kinetics, with explicit attachment and detachment for every subcritical cluster, test both assumptions used here. The settings are \(\sigma_s=3\) for all small clusters, \(\sigma=5\), a bond energy of \(5kT\) and \(\theta=0.1\). Between \(D/F=10^{10}\) and \(10^{12}\) the exponents are 0.3330, 0.4999 and 0.5999 for \(i=1,2,3\), against 1/3, 1/2 and 3/5. At \(D/F=10^{10}\) the densities agree with the formula within 0.2% in all three cases.

## Where compact islands enter

So far \(\sigma\) was a constant. In reality an island captures more as it grows, and if \(\sigma\) depended on \(N\) the exponent would change. We therefore calculate it.

Around an island of radius \(R\), treat all other islands as a uniform sink. The local adatom density \(n(r)\) obeys

\[
\nabla^2n-\frac{n}{\xi^2}+\frac FD=0,\qquad
\frac1{\xi^2}=\sigma N,\qquad n(R)=0 .
\]

Here \(\xi\) is the distance an adatom typically diffuses before capture. Far away, \(n_\infty=F\xi^2/D=F/(\sigma DN)\), the same quasi-steady density as before. With \(\mathcal K_0\) and \(\mathcal K_1\) denoting modified Bessel functions (not the weights \(K_s\)), the solution that stays finite is

\[
n(r)=n_\infty\left[1-\frac{\mathcal K_0(r/\xi)}{\mathcal K_0(R/\xi)}\right].
\]

Since \(\mathcal K_0'=-\mathcal K_1\), the inward current is

\[
2\pi RD\,n'(R)=2\pi D n_\infty\frac R\xi\,
\frac{\mathcal K_1(R/\xi)}{\mathcal K_0(R/\xi)} .
\]

By definition this equals \(\sigma Dn_\infty\). With \(X=R/\xi\),

\[
\sigma=2\pi X\frac{\mathcal K_1(X)}{\mathcal K_0(X)} .
\]

At \(X=0.4\), a direct numerical solution of the radial equation and this formula both give 4.926.

Compact islands one layer high satisfy \(\pi R^2N=\theta\), because nearly all atoms are in islands. Then

\[
X^2=R^2\sigma N=\frac{\sigma\theta}{\pi}
\quad\Rightarrow\quad \sigma=\frac{\pi X^2}{\theta}.
\]

Equating the two expressions for \(\sigma\) and dividing by \(\pi X\) gives

\[
X\mathcal K_0(X)=2\theta\,\mathcal K_1(X).
\]

Neither \(N\) nor \(F/D\) appears. In this mean-field description the capture number of compact islands depends on coverage alone. For a constant \(\sigma_i\), the earlier integration becomes

\[
N^{i+2}=(i+2)K_i\left(\frac FD\right)^i
\int_0^\theta\frac{\sigma_i}{\sigma(\theta')^{i+1}}\,d\theta' ,
\]

and the power is unchanged. The integral converges at its lower end because \(\sigma\) vanishes only logarithmically there.

**A contrasting case.** Let an island of \(s\) atoms be ramified, with \(\pi R^2=s^{2/d}\) and dimension \(d<2\). Since \(s=\theta/N\), the envelopes cover the fraction

\[
Z=N\left(\frac{\theta}{N}\right)^{2/d}=\theta^{2/d}N^{1-2/d}.
\]

For \(d=2\) this is \(\theta\); for \(d<2\) it depends on \(N\), and so does \(\sigma\). With these self-consistent captures, \(i=1\) and \(\theta=0.1\), the exponent between \(D/F=10^9\) and \(10^{11}\) is 0.358 for \(d=1.7\), compared with 0.345 for compact islands. The envelopes then cover \(Z=0.28\) to \(0.37\) of the surface, where their overlap, left out here, is no longer small. The value shows the direction of the change rather than its size.

## The remaining logarithm

The compact value 0.345 still differs from 1/3. The reason is \(\sigma_i\): a critical cluster has a fixed radius \(r_i\) of about one site, so its scaled radius \(x=r_i\sqrt{\sigma N}\) does depend on \(N\). For small \(x\), \(\mathcal K_1\simeq1/x\) and \(\mathcal K_0\simeq L=\ln(2/x)-\gamma\), where \(\gamma\) is Euler's constant. Hence

\[
\sigma_i\simeq\frac{2\pi}{L},\qquad
\frac{d\ln\sigma_i}{d\ln x}=\frac1L=\frac{\sigma_i}{2\pi}.
\]

At fixed coverage \(x\propto N^{1/2}\), so

\[
p\equiv\frac{d\ln\sigma_i}{d\ln N}\simeq\frac{\sigma_i}{4\pi}.
\]

Over a limited range we may write \(\sigma_i\propto N^p\). The rate equation then contains \(N^{p-i-1}\) in place of \(N^{-i-1}\), and its integral gives \(N^{i+2-p}\propto(F/D)^i\). The local exponent is

\[
\frac{i}{i+2-\sigma_i/4\pi}.
\]

At \(D/F=10^{10}\) the kinetics give \(\sigma_1=1.70\), for which this formula predicts \(1/(3-0.135)=0.349\), close to the integrated value of 0.345. More than half of the small difference comes from the nucleation loss, which the estimate leaves out; it also treats \(p\) as constant throughout growth. As \(N\to0\), \(L\) grows without limit and \(\sigma_i\to0\). The exponent \(i/(i+2)\) is thus the leading law, approached logarithmically slowly.

## When islands begin to touch

For randomly placed discs, two overlap if their centres are closer than \(2R\). The number of overlapping pairs per site is

\[
\frac{N^2}{2}\pi(2R)^2=2N(\pi R^2N)=2NZ .
\]

A count for random discs covering 2% of the area gives 0.999 times this value. Growth by \(d\theta\) therefore removes \(2N\,d\theta\) islands. Write \(A=K_i\sigma_i\sigma^{-(i+1)}(F/D)^i\) with constant captures, and set \(y=N^{i+2}\):

\[
\frac{dN}{d\theta}=\frac A{N^{i+1}}-2N
\quad\Rightarrow\quad
\frac{dy}{d\theta}=(i+2)(A-2y),
\]

\[
y=\frac A2\left[1-e^{-2(i+2)\theta}\right].
\]

For small \(\theta\), \(y\to(i+2)A\theta\), the earlier result. At any coverage \(y\propto A\propto(F/D)^i\), so in this model coalescence lowers the density without changing the exponent. The pair estimate itself is limited to small coverage.

## A worked case: iron on Fe(100)

The following round parameters are rough values for the regime of iron growing on Fe(100) near room temperature: hop barrier 0.45 eV, prefactor \(10^{12}\) s⁻¹, pair bond 0.60 eV and site spacing about 0.29 nm. Take 300 K, \(F=0.01\) monolayer/s, \(\theta=0.1\) and \(i=1\). Then

\[
h=10^{12}e^{-0.45/0.02585}=2.76\times10^4\ \mathrm{s^{-1}},\qquad
\frac DF=\frac{h}{4F}=6.89\times10^5 .
\]

The integral over coverage is estimated by its midpoint, where \(\sigma_1=2.686\) and \(\sigma=3.782\). This gives

\[
N=\left(\frac{3\times2.686\times0.1}{3.782^2\times6.89\times10^5}\right)^{1/3}
=4.3\times10^{-3}\ \text{per site},
\]

or about \(5\times10^{12}\) cm⁻². The mean spacing is 4.4 nm and an average island has 23 atoms. The full kinetics, with capture numbers that vary during growth and with atoms that land on islands joining them directly, give \(4.1\times10^{-3}\), so the closed form is 5% higher. This closeness is partly a cancellation: the midpoint estimate of the integral makes \(N\) too low, while leaving out the nucleation loss and direct landing makes it too high.

A lattice simulation with compact islands, irreversible capture and immobile pairs tests the mean-field treatment itself. At 0.1, 0.01 and 0.001 monolayer/s it gives densities of 6.8, 3.2 and 1.5 in units of \(10^{-3}\) per site. These lie 21%, 22% and 25% below the full kinetics. Part of this gap is geometric. The simulation captures an atom as soon as it stands next to an island, which makes the effective capture radius about half a site larger than the \(\sqrt{s/\pi}\) used in the kinetics. With that larger radius the kinetics give 7.4, 3.7 and 1.8 in the same units, and the gap shrinks to 9%, 12% and 18%. The cause of the remainder is not identified, and single runs carry counting errors of 7% to 15%. Islands that touch are counted separately in the simulation, as in the kinetics without coalescence.

The exponent over these two decades is 0.334 in the simulation and 0.325 in the kinetics. The simulation made one run per flux on 180 × 180 sites, with only about 47 islands at the lowest flux. Independent counting errors would give the exponent an uncertainty of about 0.035. The simulation therefore supports 1/3 against 1/2, but cannot resolve the logarithmic correction. The kinetic value lies below 1/3 because the nucleation loss reduces \(N\) more at high flux, by about 20% at 0.1 monolayer/s against 6% at 0.001. Without this loss the same kinetics give an exponent of 0.359. The first-order estimate \(4N/(3\theta)\), derived for constant capture numbers, is too small here: it gives 11% and 3%.

For the real surface, the model's omissions have very different sizes:

- Coalescence of random islands multiplies \(N\) by about 0.9 (0.91 for constant capture numbers, 0.89 when they vary during growth).
- Pairs dissociate at \(8\times10^{-7}\) s⁻¹ while an average island captures atoms at \(F/N=2.3\) s⁻¹ and a pair at a somewhat lower rate of the same order, so \(i=1\) is consistent at 300 K. At the same flux and capture numbers, the dissociation rate reaches \(F/N\) near 525 K. The departure from \(i=1\) is gradual. In the full kinetics, with capture numbers that vary during growth, if trimers are still taken as stable, pair dissociation lowers \(N\) by about 4% at 475 K and 17% at 525 K. An end atom of a trimer is also held by only one nearest-neighbour bond; if trimers dissociate too and tetramers are taken as stable, the reduction at 525 K is about 21%.
- With a desorption energy of 3.0 eV, desorption is less than \(10^{-40}\) times as frequent as capture.
- Pair mobility is less certain. Keeping the loss of moving pairs to islands below 5% of the pairs' own growth rate at \(\theta=0.1\) requires a pair hop barrier above about 0.65 eV, for the same prefactor. The printed value of 0.628 eV uses the larger rate \(F/N\) of an average island.

The largest quantified uncertainty is the hop barrier. Since \(N\propto e^{E_d/3kT}\) for \(i=1\), an error of 0.05 eV changes \(N\) by a factor of 1.9 at 300 K. Real surfaces also have steps and impurities. The result applies to terraces much wider than 4.4 nm with far fewer trapping defects than \(5\times10^{12}\) cm⁻²; otherwise defects, not adatom encounters, can set the island density.

For the lattice-size decision, \(i=1\) means an area about 22 times larger at \(D/F=10^9\) than at \(10^5\), provided coverage is the same and pairs remain stable and immobile. This is the bare power law. The full rate equations give 20 to 22, depending on the capture numbers, because the logarithm in \(\sigma_1\), which alone would raise the factor to about 26, is offset mainly by the larger nucleation loss at \(10^5\). The numerical output lists most of the values used here, with \(\sigma\) printed as s.

## Table of computed values

```
TESTS OF THE LAW
lattice-gas K_2, K_3 / formula: 1.00000, 1.00001
constant captures s_i, s: 3.0, 5.0
test bond energy / kT: 5.0
i=1: exponent 0.3330, i/(i+2) 0.3333
  N per site at D/F=1e10: full 1.5296e-04, formula 1.5326e-04
i=2: exponent 0.4999, i/(i+2) 0.5000
  N per site at D/F=1e10: full 1.2988e-05, formula 1.2993e-05
i=3: exponent 0.5999, i/(i+2) 0.6000
  N per site at D/F=1e10: full 3.1628e-06, formula 3.1642e-06
capture at R/xi=0.4: numeric 4.9257, formula 4.9257
Self-consistent captures, i=1, D/F from 1e9 to 1e11:
  s_1 at D/F=1e10: 1.701
  exponent, compact islands: 0.3454
  exponent from log correction: 0.3491
  exponent, dimension 1.7: 0.3582
disc overlaps / (2 N Z): 0.999
EXAMPLE (rough values, Fe on Fe(100) regime)
hop barrier 0.45 eV, prefactor 1e+12 1/s
bond 0.60 eV, site spacing 0.287 nm
T 300 K, kT 0.02585 eV
flux 0.01 ML/s, coverage 0.1 ML
hop rate 2.756e+04 1/s, D 6.891e+03 sites^2/s
D/F 6.891e+05
captures at half coverage: s_1 2.686, s 3.782
N closed form 4.340e-03 per site
N closed form 5.269e+12 per cm^2
mean island spacing 4.36 nm
mean atoms per island 23.0
adatom density, full kinetics 6.345e-05 per site
simulation lattice 180 x 180 sites, one run per flux
F=0.1 ML/s: N kinetics 8.598e-03, simulation 6.759e-03 per site
F=0.01 ML/s: N kinetics 4.139e-03, simulation 3.241e-03 per site
F=0.001 ML/s: N kinetics 1.923e-03, simulation 1.451e-03 per site
exponent: kinetics 0.325, simulation 0.334
NEGLECTED EFFECTS
coalescence factor on N, random islands: 0.909
dimer growth rate 2.30 1/s
dimer dissociation rate 7.70e-07 1/s
i=1 fails near 525 K
dimer hop barrier for 5% loss 0.628 eV
desorption/capture at 3.0 eV: 3.5e-41
```
